# Why constant-cross-section ion collisions need partners weighted by relative speed: a program that tests the result

```python
"""
Result under test: ions with a constant cross section need collision partners
weighted by relative speed. If the total rate nu(v) is right but partners come
from the plain gas Maxwellian, the stationary ion distribution is
Maxwellian(v)/nu(v), which is colder than the gas.

Reduced units: gas mass M = 1, kT = 1, n*sigma = 1. Then m is the ion/gas mass
ratio, v the ion velocity, V the partner velocity, g = |v - V|, and a rate is
a speed. "force" is the field force times free path over kT.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import trapezoid
from scipy.special import erf

rng = np.random.default_rng(20231)


def mean_relative_speed(v):
    """Closed form of the average of |v - V| over the gas Maxwellian."""
    x = np.maximum(np.asarray(v, dtype=float) / np.sqrt(2), 1e-6)
    return np.sqrt(2) * ((x + 0.5 / x) * erf(x) + np.exp(-x * x) / np.sqrt(np.pi))


nodes, weights = np.polynomial.legendre.leggauss(100)
gas_speed = 4.5 * (nodes + 1)
gas_weight = 4.5 * weights * gas_speed**2 * np.exp(-gas_speed**2 / 2)
gas_weight *= np.sqrt(2 / np.pi)


def gas_average(kernel, v):
    """Direct quadrature of kernel(g) over partner speed and angle."""
    V = gas_speed[:, None]
    g = np.sqrt(np.maximum(v * v + V * V - 2 * v * V * nodes[None, :], 0))
    return gas_weight @ (kernel(g) @ weights) / 2


def plain_rule_prediction(rate, m):
    """Temperature ratio and slow fraction of Maxwellian/rate."""
    u = np.linspace(1e-8, 9, 9001)      # speed in units of sqrt(kT/m)
    f = u**2 * np.exp(-u * u / 2) / rate(u / np.sqrt(m))
    norm = trapezoid(f, u)
    slow = u <= 1
    return trapezoid(u * u * f, u) / (3 * norm), trapezoid(f[slow], u[slow]) / norm


def collide(v, V, m, exchange):
    """Isotropic elastic scattering, or charge exchange with given probability."""
    g = np.linalg.norm(v - V, axis=1)
    direction = rng.standard_normal(v.shape)
    direction /= np.linalg.norm(direction, axis=1)[:, None]
    new = (m * v + V + g[:, None] * direction) / (m + 1)
    if exchange > 0:
        swap = rng.random(len(v)) < exchange
        new[swap] = V[swap]
    return new


def ratio_with_error(top, bottom):
    r = top.sum() / bottom.sum()
    return r, np.std(top - r * bottom) / (np.sqrt(len(top)) * bottom.mean())


def simulate(rate, m=1.0, exchange=0.0, force=0.0, burn=80, keep=100, count=20000):
    """Null-collision simulation; rate(ion speed, g) decides on acceptance."""
    v = rng.standard_normal((count, 3)) / np.sqrt(m)
    cap = 5.5 * np.sqrt(1 + 1 / m + force / m)
    energy, hits, hit_energy, partner, slow, drift = np.zeros((6, count))
    for step in range(burn + keep):
        if force:
            v[:, 2] += force / m * rng.exponential(1 / cap, count)
        V = rng.standard_normal((count, 3))
        speed2 = np.einsum("ij,ij->i", v, v)
        speed = np.sqrt(speed2)
        rel = v - V
        g = np.sqrt(np.einsum("ij,ij->i", rel, rel))
        hit = rng.random(count) * cap < rate(speed, g)
        if step >= burn:
            e = 0.5 * m * speed2
            energy += e
            hits += hit
            hit_energy += e * hit
            partner += 0.5 * np.einsum("ij,ij->i", V, V) * hit
            slow += m * speed2 < 1
            drift += v[:, 2]
        v[hit] = collide(v[hit], V[hit], m, exchange)
    total = np.full(count, float(keep))
    return {"T": ratio_with_error(energy / 1.5, total),
            "E_hit": ratio_with_error(hit_energy, hits),
            "E_partner": ratio_with_error(partner, hits),
            "slow": ratio_with_error(slow, total),
            "drift": ratio_with_error(drift, total)}


def agree(measured, target):
    """4.5 standard errors, plus 0.3 % for burn-in and the finite rate cap."""
    value, error = measured
    assert abs(value - target) < 4.5 * error + 0.003 * abs(target), (measured, target)


def weighted(speed, g):
    return g


def plain(speed, g):
    return mean_relative_speed(speed)


def lab_speed(speed, g):
    return speed


def constant(speed, g):
    return np.full_like(speed, 2.0)


# --- collision rate against its definition ---
for v in (0.01, 0.5, 1.0, 2.0, 4.0):
    assert abs(gas_average(lambda g: g, v) - mean_relative_speed(v)) < 2e-4

# --- first energy change per collision of ions that start at gas temperature ---
first_loss = {}
for m in (1.0, 4.0):
    v = rng.standard_normal((400000, 3)) / np.sqrt(m)
    V = rng.standard_normal((400000, 3))
    change = 0.5 * m * (np.sum(collide(v, V, m, 0)**2, axis=1) - np.sum(v**2, axis=1))
    w_plain = mean_relative_speed(np.linalg.norm(v, axis=1))
    w_right = np.linalg.norm(v - V, axis=1)
    first_loss[m] = -np.average(change, weights=w_plain)
    assert abs(first_loss[m] - m / (m + 1)**3) < 0.01
    assert abs(np.average(change, weights=w_right)) < 0.01

# --- stationary states for three mass ratios, isotropic scattering ---
right, wrong, predicted = {}, {}, {}
for m in (0.25, 1.0, 4.0):
    right[m] = simulate(weighted, m)
    wrong[m] = simulate(plain, m)
    predicted[m] = plain_rule_prediction(mean_relative_speed, m)
    agree(right[m]["T"], 1.0)
    agree(right[m]["E_hit"], 1.5 + 0.5 / (m + 1))
    agree(right[m]["E_partner"], 1.5 + 0.5 * m / (m + 1))
    agree(wrong[m]["T"], predicted[m][0])
    agree(wrong[m]["slow"], predicted[m][1])
    agree(wrong[m]["E_hit"], 1.5)
    agree(wrong[m]["E_partner"], 1.5)
assert wrong[1.0]["T"][0] + 5 * wrong[1.0]["T"][1] < 1

# --- limits of the mass ratio ---
light = plain_rule_prediction(mean_relative_speed, 1e-6)[0]
heavy = plain_rule_prediction(mean_relative_speed, 1000.0)[0]
assert abs(light - 2 / 3) < 1e-3
assert abs(1000 * (1 - heavy) - 1 / 3) < 5e-3

# --- other rules: lab-speed rate, and a rate independent of speed ---
lab = simulate(lab_speed, burn=300)
lab_light = simulate(lab_speed, m=0.25, burn=300)
agree(lab["T"], 2 / 3)
agree(lab_light["T"], 2 / 3)
const = simulate(constant)
agree(const["T"], 1.0)
# field stepping: constant-rate charge exchange has exact moments
check = simulate(constant, exchange=1.0, force=1.0)
agree(check["drift"], 0.5)
agree(check["T"], 3.5 / 3)

# --- worked example: argon ions in argon, rough inputs ---
T_gas = 300.0                       # K
pressure_mTorr = 100.0
sigma = 100e-20                     # m2, rough
mass = 39.95 * sc.atomic_mass       # kg
polarizability_au = 11.0            # bohr^3, rough
ion_density = 1e15                  # m^-3, rough
exchange_share = 0.5
kT = sc.k * T_gas
n_gas = pressure_mTorr * 1e-3 * sc.torr / kT
unit_speed = np.sqrt(kT / mass)
pair_speed = np.sqrt(16 * kT / (np.pi * mass))
nu_gas = n_gas * sigma * pair_speed
mix_right = simulate(weighted, exchange=exchange_share)
mix_wrong = simulate(plain, exchange=exchange_share)
agree(mix_right["T"], 1.0)
agree(mix_wrong["T"], predicted[1.0][0])

# --- neglected: polarization capture ---
alpha = polarizability_au * sc.physical_constants["Bohr radius"][0]**3
mu = mass / 2
coulomb = sc.e**2 / (4 * np.pi * sc.epsilon_0)
k_capture = 2 * np.pi * np.sqrt(alpha * coulomb / mu)
b2 = k_capture / (np.pi * pair_speed)
E_rel = 0.5 * mu * pair_speed**2
r = np.linspace(0.2, 5, 20001) * np.sqrt(b2)
barrier = np.max(E_rel * b2 / r**2 - alpha * coulomb / (2 * r**4))
assert abs(barrier / E_rel - 1) < 1e-5     # orbiting condition at capture radius
k_reduced = k_capture / (sigma * unit_speed)
v_table = np.linspace(0, 10, 401)
nu_table = np.array([gas_average(lambda g: np.maximum(g, k_reduced), v)
                     for v in v_table])


def blended(v):
    return np.interp(v, v_table, nu_table)


capture_ratio = plain_rule_prediction(blended, 1.0)[0]
capture_run = simulate(lambda speed, g: blended(speed))
agree(capture_run["T"], capture_ratio)
capture_right = simulate(lambda speed, g: np.maximum(g, k_reduced))
agree(capture_right["T"], 1.0)
assert predicted[1.0][0] < capture_ratio < 1

# --- neglected: electric field ---
field = {}
for townsend in (20, 500):
    force = sc.e * townsend * 1e-21 / (sigma * kT)
    a = simulate(weighted, exchange=exchange_share, force=force, burn=120)
    b = simulate(plain, exchange=exchange_share, force=force, burn=120)
    field[townsend] = (force, a, b, b["T"][0] / a["T"][0] - 1)
assert abs(field[500][3]) < 0.5 * (1 - predicted[1.0][0])

# --- neglected: ion-ion Coulomb collisions ---
debye = np.sqrt(sc.epsilon_0 * kT / (ion_density * sc.e**2))
log_term = np.log(debye * 3 * kT / coulomb)
nu_ion = ion_density * sc.e**4 * log_term / (
    12 * np.pi**1.5 * sc.epsilon_0**2 * np.sqrt(mass) * kT**1.5)
assert nu_ion < 0.1 * nu_gas

meV = kT / sc.e * 1e3
print(f"gas temperature: {T_gas:.0f} K; pressure: {pressure_mTorr:.0f} mTorr")
print(f"cross section (rough): {sigma*1e20:.0f} A^2")
print(f"charge-exchange share: {exchange_share:.2f}")
print(f"ion and atom mass: {mass/sc.atomic_mass:.2f} u")
print(f"gas density: {n_gas:.3e} m^-3")
print(f"length 1/(n sigma): {1e3/(n_gas*sigma):.3f} mm")
print(f"kT: {meV:.2f} meV; sqrt(kT/m): {unit_speed:.1f} m/s")
print(f"mean relative speed at T: {pair_speed:.1f} m/s")
print(f"mean ion-gas collision rate: {nu_gas:.3e} s^-1")
for v in (0.01, 1.0, 2.0, 4.0):
    print(f"rate/(n sigma sqrt(kT/M)) at v={v:.2f} sqrt(kT/M): "
          f"{mean_relative_speed(v):.4f}")
print("T_ion/T, isotropic scattering (+- one standard error):")
for m in (0.25, 1.0, 4.0):
    t, s = right[m]["T"], wrong[m]["T"]
    print(f" m/M={m:.2f} weighted, simulated: {t[0]:.4f} +- {t[1]:.4f}")
    print(f" m/M={m:.2f} plain, simulated: {s[0]:.4f} +- {s[1]:.4f}")
    print(f" m/M={m:.2f} plain, from Maxwellian/nu: {predicted[m][0]:.4f}")
print(f"plain, m/M=1e-6: {light:.5f}; m/M=1000: {heavy:.6f}")
print(f"lab-speed rate, m/M=1: {lab['T'][0]:.4f} +- {lab['T'][1]:.4f}")
print(f"lab-speed rate, m/M=0.25: {lab_light['T'][0]:.4f} +- {lab_light['T'][1]:.4f}")
print(f"constant rate, plain: {const['T'][0]:.4f} +- {const['T'][1]:.4f}")
print("Equal masses, energies at collisions in kT:")
print(f" weighted: ion {right[1.0]['E_hit'][0]:.3f}, "
      f"partner {right[1.0]['E_partner'][0]:.3f}")
print(f" plain: ion {wrong[1.0]['E_hit'][0]:.3f}, "
      f"partner {wrong[1.0]['E_partner'][0]:.3f}")
print(f" first loss per collision, plain: {first_loss[1.0]:.4f} kT")
print(f"slow fraction v<sqrt(kT/m), plain: simulated {wrong[1.0]['slow'][0]:.4f}, "
      f"formula {predicted[1.0][1]:.4f}")
print(f"slow fraction, weighted: {right[1.0]['slow'][0]:.4f}")
print("Argon example, mixed scattering:")
for name, run in (("weighted", mix_right), ("plain", mix_wrong)):
    print(f" {name}, simulated: {T_gas*run['T'][0]:.1f} +- {T_gas*run['T'][1]:.1f} K")
print(f" plain, from Maxwellian/nu: {T_gas*predicted[1.0][0]:.1f} K "
      f"= {1.5*meV*predicted[1.0][0]:.2f} meV mean energy")
print(f" correct mean energy: {1.5*meV:.2f} meV")
print(f" lab-speed rate, exact 2/3 rule: {T_gas*2/3:.1f} K")
print(f"polarizability (rough): {polarizability_au:.0f} bohr^3")
print(f"capture rate coefficient: {k_capture*1e6:.2e} cm^3/s")
print(f"constant-sigma rate coefficient: {sigma*pair_speed*1e6:.2e} cm^3/s")
print(f"plain-rule temperature with capture: {T_gas*capture_ratio:.1f} K")
for td, (force, a, b, err) in field.items():
    print(f"{td} Td: field energy per 1/(n sigma): {force:.2f} kT")
    for name, run in (("weighted", a), ("plain", b)):
        print(f" {name}: energy {1.5*meV*run['T'][0]:.1f} +- "
              f"{1.5*meV*run['T'][1]:.1f} meV, drift "
              f"{unit_speed*run['drift'][0]:.1f} +- {unit_speed*run['drift'][1]:.1f} m/s")
    print(f" plain-rule energy error: {100*err:.1f} %")
print(f"ion density (rough): {ion_density:.0e} m^-3")
print(f"ion-ion/ion-gas collision rate: {nu_ion/nu_gas:.4f}")
print("done: every assertion held")
```

Printed output:

```
gas temperature: 300 K; pressure: 100 mTorr
cross section (rough): 100 A^2
charge-exchange share: 0.50
ion and atom mass: 39.95 u
gas density: 3.219e+21 m^-3
length 1/(n sigma): 0.311 mm
kT: 25.85 meV; sqrt(kT/m): 249.9 m/s
mean relative speed at T: 563.9 m/s
mean ion-gas collision rate: 1.815e+06 s^-1
rate/(n sigma sqrt(kT/M)) at v=0.01 sqrt(kT/M): 1.5958
rate/(n sigma sqrt(kT/M)) at v=1.00 sqrt(kT/M): 1.8493
rate/(n sigma sqrt(kT/M)) at v=2.00 sqrt(kT/M): 2.4942
rate/(n sigma sqrt(kT/M)) at v=4.00 sqrt(kT/M): 4.2500
T_ion/T, isotropic scattering (+- one standard error):
 m/M=0.25 weighted, simulated: 1.0032 +- 0.0023
 m/M=0.25 plain, simulated: 0.7729 +- 0.0020
 m/M=0.25 plain, from Maxwellian/nu: 0.7710
 m/M=1.00 weighted, simulated: 0.9999 +- 0.0017
 m/M=1.00 plain, simulated: 0.8558 +- 0.0016
 m/M=1.00 plain, from Maxwellian/nu: 0.8591
 m/M=4.00 weighted, simulated: 0.9970 +- 0.0022
 m/M=4.00 plain, simulated: 0.9402 +- 0.0022
 m/M=4.00 plain, from Maxwellian/nu: 0.9397
plain, m/M=1e-6: 0.66667; m/M=1000: 0.999667
lab-speed rate, m/M=1: 0.6699 +- 0.0020
lab-speed rate, m/M=0.25: 0.6664 +- 0.0022
constant rate, plain: 0.9975 +- 0.0021
Equal masses, energies at collisions in kT:
 weighted: ion 1.750, partner 1.749
 plain: ion 1.495, partner 1.497
 first loss per collision, plain: 0.1269 kT
slow fraction v<sqrt(kT/m), plain: simulated 0.2499, formula 0.2480
slow fraction, weighted: 0.1983
Argon example, mixed scattering:
 weighted, simulated: 300.4 +- 0.4 K
 plain, simulated: 258.3 +- 0.4 K
 plain, from Maxwellian/nu: 257.7 K = 33.31 meV mean energy
 correct mean energy: 38.78 meV
 lab-speed rate, exact 2/3 rule: 200.0 K
polarizability (rough): 11 bohr^3
capture rate coefficient: 6.69e-10 cm^3/s
constant-sigma rate coefficient: 5.64e-10 cm^3/s
plain-rule temperature with capture: 284.1 K
20 Td: field energy per 1/(n sigma): 0.77 kT
 weighted: energy 41.9 +- 0.1 meV, drift 85.4 +- 0.5 m/s
 plain: energy 37.4 +- 0.1 meV, drift 101.0 +- 0.5 m/s
 plain-rule energy error: -10.8 %
500 Td: field energy per 1/(n sigma): 19.34 kT
 weighted: energy 352.5 +- 0.7 meV, drift 942.5 +- 1.1 m/s
 plain: energy 359.9 +- 0.7 meV, drift 968.7 +- 1.0 m/s
 plain-rule energy error: 2.1 %
ion density (rough): 1e+15 m^-3
ion-ion/ion-gas collision rate: 0.0077
done: every assertion held
```
